# Truncating spin-free roots of Dy3+: ground-multiplet splitting and g values: a numerical check

```python
"""
Result under test: the 4f^9 shell has 21 sextet, 224 quartet and 490 doublet
spin-free roots; truncating them in a spin-orbit state interaction changes the
splitting and g values of the 6H15/2 multiplet, (i) by rescaling the crystal
field rank by rank and the Lande factor, (ii) by spurious splitting if an LS
term is cut.
Symbols: F2,F4,F6 Slater integrals; zeta spin-orbit constant; B[k,q] crystal
field parameters multiplying C_kq (+ C_k,-q for q>0); all in cm^-1.
S, L, J are total spin, orbital and total angular momentum; gs is the electron
spin g factor. Spins are labelled by twoS = 2S. Magnetic operator: L + gs S.
"""
from collections import Counter
from itertools import combinations
from math import comb, factorial
import numpy as np
from scipy import constants as const
from scipy.linalg import eigh
from scipy.sparse import csr_matrix, diags
from scipy.special import lpmv
from sympy.physics.wigner import wigner_3j, wigner_6j

slater = {2: 90000.0, 4: 63000.0, 6: 45000.0}
zeta = 2000.0
B = {(2, 0): -600.0, (2, 2): 50.0, (4, 0): 400.0,
     (4, 4): 200.0, (6, 0): 200.0, (6, 6): 100.0}
weak = 1e-3
gs = abs(const.physical_constants["electron g factor"][0])
muB = const.physical_constants["Bohr magneton"][0] / (const.h * const.c * 100)

# ---------- determinants and one-body operators ----------
# spin orbital p: m = p % 7 - 3, spin up for p < 7
dets = list(combinations(range(14), 9))
masks = [sum(1 << p for p in d) for d in dets]
position = {mask: i for i, mask in enumerate(masks)}
dim = len(dets)
ML = np.array([sum(p % 7 - 3 for p in d) for d in dets])
twoMS = np.array([sum(1 if p < 7 else -1 for p in d) for d in dets])
twoMJ = 2 * ML + twoMS
# even-q crystal fields conserve M_J modulo 2: two Kramers-conjugate classes
det_class = ((twoMJ - 1) // 2) % 2

entries = []
for col, d in enumerate(dets):
    for q in d:
        rest = masks[col] ^ (1 << q)
        for p in range(14):
            if (rest >> p) & 1:
                continue
            lo, hi = min(p, q), max(p, q)
            between = rest & ((1 << hi) - 1) & ~((1 << (lo + 1)) - 1)
            sign = -1 if bin(between).count("1") % 2 else 1
            entries.append((position[rest | (1 << p)], col, p, q, sign))
ROW, COL, P, Q, SIGN = np.array(entries).T


def one_body(h):
    values = SIGN * h[P, Q]
    keep = values != 0
    return csr_matrix((values[keep], (ROW[keep], COL[keep])), shape=(dim, dim))


def spatial(a):
    return np.kron(np.eye(2), a)


m = np.arange(-3, 4)
lz = np.diag(m.astype(float))
lplus = np.diag(np.sqrt(12.0 - m[:-1] * (m[:-1] + 1)), -1)
sz = np.diag([0.5, -0.5])
splus = np.array([[0.0, 1.0], [0.0, 0.0]])
Lplus = one_body(spatial(lplus))
Splus = one_body(np.kron(splus, np.eye(7)))
Sminus = Splus.T.tocsr()
Lz, Sz = diags(ML.astype(float)).tocsr(), diags(twoMS / 2).tocsr()
L2 = (Lplus.T @ Lplus + Lz @ Lz + Lz).tocsr()
S2 = (Sminus @ Splus + Sz @ Sz + Sz).tocsr()
Hso = one_body(zeta * (np.kron(sz, lz) + 0.5 * (np.kron(splus, lplus.T)
                                                + np.kron(splus.T, lplus))))
Mz = (Lz + gs * Sz).tocsr()
Mplus = (Lplus + gs * Splus).tocsr()

# ---------- tensor operators, checked by quadrature ----------
delta_m = m[:, None] - m[None, :]
ctensor = {}
for k in slater:
    front = 7 * float(wigner_3j(3, k, 3, 0, 0, 0))
    ctensor[k] = np.array([[
        (-1) ** abs(int(a)) * front
        * float(wigner_3j(3, k, 3, -int(a), int(a - b), int(b)))
        if abs(a - b) <= k else 0.0 for b in m] for a in m])


def theta(l, mm, x):
    a = abs(int(mm))
    norm = np.sqrt((2 * l + 1) / 2 * factorial(l - a) / factorial(l + a))
    return norm * lpmv(a, l, x) * ((-1) ** a if mm < 0 else 1)


xq, wq = np.polynomial.legendre.leggauss(20)
for k in slater:
    for i, a in enumerate(m):
        for j, b in enumerate(m):
            if abs(a - b) <= k:
                integral = np.sqrt(2 / (2 * k + 1)) * np.sum(
                    wq * theta(3, a, xq) * theta(3, b, xq) * theta(k, a - b, xq))
                assert abs(integral - ctensor[k][i, j]) < 1e-10


def component(k, q):
    return np.where(delta_m == q, ctensor[k], 0.0)


Hee = csr_matrix((dim, dim))
for k, F in slater.items():
    self_term = np.zeros((7, 7))
    for q in range(-k, k + 1):
        c = component(k, q)
        T = one_body(spatial(c))
        Hee = Hee + 0.5 * F * (T @ T.T)
        self_term += c @ c.T
    Hee = Hee - 0.5 * F * one_body(spatial(self_term))
Hee = Hee.tocsr()


def crystal_field(parameters):
    h = np.zeros((7, 7))
    for (k, q), b in parameters.items():
        h += b * (component(k, q) + (component(k, -q) if q else 0))
    return one_body(spatial(h))


Hcf = crystal_field(B)

# ---------- counting of roots ----------
spin_space, counted = {}, {}
for twoS in (5, 3, 1):
    spin_space[twoS] = []
    for parity in (0, 1):
        idx = np.where((twoMS == twoS) & (ML % 2 == parity))[0]
        val, vec = eigh(S2[idx][:, idx].toarray())
        keep = abs(val - twoS / 2 * (twoS / 2 + 1)) < 1e-6
        spin_space[twoS].append((idx, vec[:, keep]))
    counted[twoS] = sum(u.shape[1] for _, u in spin_space[twoS])
    weyl = (twoS + 1) * comb(8, (9 - twoS) // 2) * comb(8, (11 + twoS) // 2) // 8
    assert counted[twoS] == weyl
assert counted == {5: 21, 3: 224, 1: 490}
assert sum((s + 1) * n for s, n in counted.items()) == dim

tally = Counter(zip(ML.tolist(), twoMS.tolist()))
terms = {}
for s in (5, 3, 1):
    terms[s] = {L: tally[L, s] - tally[L + 1, s] - tally[L, s + 2]
                + tally[L + 1, s + 2] for L in range(13)}
    assert sum((2 * L + 1) * n for L, n in terms[s].items()) == counted[s]

# ---------- Coulomb check: sextets of f^9 against triplets of f^2 ----------
idx = np.where(twoMS == 5)[0]
sextet_energy = np.linalg.eigvalsh(Hee[idx][:, idx].toarray())
pair = {L: sum(F * (-1) ** L * 49 * float(wigner_3j(3, k, 3, 0, 0, 0)) ** 2
               * float(wigner_6j(3, 3, L, 3, 3, k)) for k, F in slater.items())
        for L in (1, 3, 5)}
expected = np.sort(np.concatenate([[pair[L]] * (2 * L + 1) for L in pair]))
assert np.allclose(sextet_energy - sextet_energy[0], expected - expected[0],
                   atol=1e-5)


# ---------- state interaction ----------
def spin_free_roots(H, spins=(5, 3, 1)):
    roots = {}
    for s in spins:
        energies, vectors = [], []
        for idx, u in spin_space[s]:
            e, x = eigh(u.T @ (H[idx][:, idx] @ u))
            full = np.zeros((dim, len(e)))
            full[idx] = u @ x
            energies.append(e)
            vectors.append(full)
        e, v = np.concatenate(energies), np.hstack(vectors)
        order = np.argsort(e)
        roots[s] = (e[order], v[:, order])
    return roots


def spin_components(roots, counts):
    energies, columns = [], []
    for s, n in zip((5, 3, 1), counts):
        if n == 0:
            continue
        e, r = roots[s][0][:n], roots[s][1][:, :n]
        S = s / 2
        for step in range(s + 1):
            energies.append(e)
            columns.append(r)
            M = S - step
            if step < s:
                r = (Sminus @ r) / np.sqrt(S * (S + 1) - M * (M - 1))
    return np.concatenate(energies), np.hstack(columns)


def lowest_multiplet(roots=None, counts=None, H=None):
    """Eight doublets from kept roots, or directly from determinants if H given."""
    levels, states = np.zeros((8, 2)), np.zeros((dim, 8, 2))
    if H is None:
        E, V = spin_components(roots, counts)
        col_class = det_class[np.argmax(abs(V), axis=0)]
    for c in (0, 1):
        rows = np.where(det_class == c)[0]
        if H is None:
            cols = np.where(col_class == c)[0]
            W = V[np.ix_(rows, cols)]
            h = np.diag(E[cols]) + W.T @ (Hso[rows][:, rows] @ W)
        else:
            h = H[rows][:, rows].toarray()
        e, x = eigh(h, subset_by_index=[0, 7])
        levels[:, c] = e
        states[rows, :, c] = x if H is not None else W @ x
    assert np.max(abs(levels[:, 0] - levels[:, 1])) < 1e-5
    return levels.mean(axis=1), states


def g_values(a):
    mz, mp = a.T @ (Mz @ a), a.T @ (Mplus @ a)
    mu = [(mp + mp.T) / 2, (mp - mp.T) / 2j, mz]
    G = np.array([[2 * np.trace(p @ q).real for q in mu] for p in mu])
    assert np.max(abs(G - np.diag(np.diag(G)))) < 1e-6
    return np.sqrt(abs(np.diag(G)))


# ---------- free ion: which roots mix, and what mixing does ----------
stretched = np.zeros(dim)
stretched[dets.index((0, 1, 2, 3, 4, 5, 6, 12, 13))] = 1.0
assert np.allclose(L2 @ stretched, 30 * stretched)
assert np.allclose(S2 @ stretched, 8.75 * stretched)
w = Hso @ stretched
w = w - (stretched @ w) * stretched
assert np.allclose(L2 @ w, 42 * w, atol=1e-6)      # only L = 6
assert np.allclose(S2 @ w, 3.75 * w, atol=1e-6)    # only quartets

block = np.where(twoMJ == 15)[0]
e_sf, x_sf = eigh(Hee[block][:, block].toarray())
cluster = np.concatenate([[0], np.cumsum(np.diff(e_sf) > 0.01)])
strength = np.bincount(cluster, (x_sf.T @ w[block]) ** 2) / (w @ w)
term_energy = np.bincount(cluster, e_sf) / np.bincount(cluster)
E_6H = stretched @ (Hee @ stretched)
E_4I = term_energy[np.argmax(strength)]

ground = np.zeros(dim)
ground[block] = eigh((Hee + Hso)[block][:, block].toarray())[1][:, 0]
s2 = ground @ (S2 @ ground)
l2 = ground @ (L2 @ ground)
s4 = np.sum((S2 @ ground) ** 2)
spin_weight = np.linalg.solve(np.vander([8.75, 3.75, 0.75], 3, True).T,
                              [1.0, s2, s4])
JJ = 7.5 * 8.5
J2ground = (L2 + S2 + 2 * Lz @ Sz + Lplus @ Sminus + Lplus.T @ Splus) @ ground
assert np.allclose(J2ground, JJ * ground, atol=1e-6)
gJ_full = ground @ (Mz @ ground) / 7.5
gJ_sextet = (5 + 2.5 * gs) / 7.5
assert abs(gJ_full - (1 + (gs - 1) * (JJ + s2 - l2) / (2 * JJ))) < 1e-8
assert abs(gJ_sextet - stretched @ (Mz @ stretched) / 7.5) < 1e-10
rank_factor = {}
for k in slater:
    T0 = one_body(spatial(component(k, 0)))
    rank_factor[k] = (ground @ (T0 @ ground)) / (stretched @ (T0 @ stretched))
B_scaled = {(k, q): b * rank_factor[k] for (k, q), b in B.items()}
Hcf_scaled = crystal_field(B_scaled)

# ---------- weak field: rescaling law and cuts through terms ----------
all_roots = (21, 224, 490)
roots_weak = spin_free_roots(Hee + weak * Hcf)
quartets = roots_weak[3][0]
n_before = int(np.sum(quartets < E_4I - 2))
n_after = int(np.sum(quartets < E_4I + 2))
n_inside = n_before + 6
lev_w, st_w = lowest_multiplet(H=(Hee + weak * Hcf + Hso).tocsr())
lev_r, st_r = lowest_multiplet(
    spin_free_roots(Hee + weak * Hcf_scaled, (5,)), (21, 0, 0))
span_w = lev_w[-1] - lev_w[0]
assert np.max(abs((lev_w - lev_w[0]) - (lev_r - lev_r[0]))) < 1e-3 * span_w
assert np.allclose(g_values(st_w[:, 0]),
                   g_values(st_r[:, 0]) * gJ_full / gJ_sextet, atol=2e-3)
weak_span = {"all roots": span_w}
for name, counts in (("21/%d/0 (inside 4I)" % n_inside, (21, n_inside, 0)),
                     ("21/%d/0 (after 4I)" % n_after, (21, n_after, 0)),
                     ("21/128/130", (21, 128, 130))):
    lev = lowest_multiplet(roots_weak, counts)[0]
    weak_span[name] = lev[-1] - lev[0]
spans = list(weak_span.values())
assert spans[1] > 10 and spans[2] < 1

# ---------- actual field: truncation table ----------
roots = spin_free_roots(Hee + Hcf)
direct = lowest_multiplet(H=(Hee + Hcf + Hso).tocsr())[0]
table = {}
for counts in ((21, 0, 0), (21, n_inside, 0), (21, n_after, 0),
               (21, 128, 130), (21, 224, 0), all_roots):
    lev, st = lowest_multiplet(roots, counts)
    table["%d/%d/%d" % counts] = (lev, g_values(st[:, 0]))
full_levels = table["21/224/490"][0]
assert np.max(abs(full_levels - direct)) < 1e-5
lev, st = lowest_multiplet(spin_free_roots(Hee + Hcf_scaled, (5,)), (21, 0, 0))
table["rescaled 21"] = (lev, g_values(st[:, 0]) * gJ_full / gJ_sextet)
full_rel = full_levels - full_levels[0]
error = {name: np.max(abs(l - l[0] - full_rel)) for name, (l, _) in table.items()}
assert error["21/224/0"] < error["21/0/0"]

# g values from finite-field Zeeman splitting, sextet space, three axes
E6, V6 = spin_components(roots, (21, 0, 0))
H6 = np.diag(E6) + V6.T @ (Hso @ V6)
mp6 = V6.T @ (Mplus @ V6)
field = 0.005
for axis, mu in enumerate([(mp6 + mp6.T) / 2, (mp6 - mp6.T) / 2j,
                           V6.T @ (Mz @ V6)]):
    e = np.linalg.eigvalsh(H6 + muB * field * mu)
    assert abs((e[1] - e[0]) / (muB * field) - table["21/0/0"][1][axis]) < 1e-3

# ---------- output ----------
print("F2, F4, F6, zeta (cm^-1):", *slater.values(), zeta)
print("B_kq (cm^-1):", " ".join("B%d%d=%g" % (k, q, b) for (k, q), b in B.items()))
print("electron spin g factor: %.6f" % gs)
print("determinants:", dim)
for s, name in ((5, "sextet"), (3, "quartet"), (1, "doublet")):
    text = " ".join("%s:%d" % ("SPDFGHIKLMNOQ"[L], n)
                    for L, n in terms[s].items() if n)
    print("%s roots: %d; terms %s" % (name, counted[s], text))
print("free-ion 6F, 6P above 6H (cm^-1): %.1f %.1f"
      % (pair[3] - pair[5], pair[1] - pair[5]))
print("spin-orbit coupling norm 6H15/2 to 4I15/2 (cm^-1): %.1f" % np.sqrt(w @ w))
for e, f in zip(term_energy, strength):
    if f > 1e-6:
        print("  4I term at %.1f cm^-1 above 6H, share of coupling^2 %.4f"
              % (e - E_6H, f))
print("free-ion ground weights S=5/2, 3/2, 1/2: %.5f %.5f %.5f"
      % tuple(spin_weight))
print("free-ion g_J sextets only, all roots: %.5f %.5f" % (gJ_sextet, gJ_full))
print("rank factors r2, r4, r6: %.5f %.5f %.5f" % tuple(rank_factor.values()))
print("dominant 4I occupies quartet roots %d to %d" % (n_before + 1, n_after))
print("weak-field gap after quartet 128, doublet 130 (cm^-1): %.4f %.4f"
      % (quartets[128] - quartets[127],
         roots_weak[1][0][130] - roots_weak[1][0][129]))
print("multiplet splitting with crystal field times %g (cm^-1):" % weak)
for name, value in weak_span.items():
    print("  %-24s %.4f" % (name, value))
print("actual field, lowest and highest root above lowest sextet (cm^-1):")
for s, name in ((3, "quartet"), (1, "doublet")):
    e = roots[s][0] - roots[5][0][0]
    print("  %s %.0f %.0f" % (name, e[0], e[-1]))
print("roots kept | splitting, first gap, max level error (cm^-1) | gx gy gz")
for name, (l, g) in table.items():
    print("%-12s | %8.2f %7.2f %7.2f | %.4f %.4f %.4f"
          % (name, l[-1] - l[0], l[1] - l[0], error[name], *g))
for name in ("21/0/0", "21/128/130", "21/224/490"):
    l = table[name][0]
    print("levels %s (cm^-1):" % name, " ".join("%.2f" % v for v in l - l[0]))
print("ground level lowered by quartets, then doublets (cm^-1): %.1f %.1f"
      % (table["21/0/0"][0][0] - table["21/224/0"][0][0],
         table["21/224/0"][0][0] - full_levels[0]))
to_meV = const.h * const.c * 100 / const.e * 1000
print("splitting sextets only, all roots (meV): %.3f %.3f"
      % ((table["21/0/0"][0][-1] - table["21/0/0"][0][0]) * to_meV,
         full_rel[-1] * to_meV))
print("success")
```

It prints:

```
F2, F4, F6, zeta (cm^-1): 90000.0 63000.0 45000.0 2000.0
B_kq (cm^-1): B20=-600 B22=50 B40=400 B44=200 B60=200 B66=100
electron spin g factor: 2.002319
determinants: 2002
sextet roots: 21; terms P:1 F:1 H:1
quartet roots: 224; terms S:1 P:2 D:3 F:4 G:4 H:3 I:3 K:2 L:1 M:1
doublet roots: 490; terms P:4 D:5 F:7 G:6 H:7 I:5 K:5 L:3 M:2 N:1 O:1
free-ion 6F, 6P above 6H (cm^-1): 5372.5 25071.8
spin-orbit coupling norm 6H15/2 to 4I15/2 (cm^-1): 6324.6
  4I term at 19880.2 cm^-1 above 6H, share of coupling^2 0.9440
  4I term at 34298.9 cm^-1 above 6H, share of coupling^2 0.0278
  4I term at 67037.5 cm^-1 above 6H, share of coupling^2 0.0282
free-ion ground weights S=5/2, 3/2, 1/2: 0.92084 0.07603 0.00313
free-ion g_J sextets only, all roots: 1.33411 1.32294
rank factors r2, r4, r6: 0.97254 0.98954 0.90022
dominant 4I occupies quartet roots 1 to 13
weak-field gap after quartet 128, doublet 130 (cm^-1): 9045.5861 2926.2019
multiplet splitting with crystal field times 0.001 (cm^-1):
  all roots                0.3323
  21/6/0 (inside 4I)       1590.3069
  21/13/0 (after 4I)       0.3395
  21/128/130               0.3341
actual field, lowest and highest root above lowest sextet (cm^-1):
  quartet 19929 79935
  doublet 30163 135663
roots kept | splitting, first gap, max level error (cm^-1) | gx gy gz
21/0/0       |   345.33   39.28   11.12 | 17.8914 2.4894 0.6342
21/6/0       |  1861.61  107.13 1527.40 | 17.4318 2.9769 0.5899
21/13/0      |  1778.39   60.30 1444.17 | 18.8937 1.2076 0.3312
21/128/130   |   336.01   38.47    1.79 | 17.8355 2.3564 0.6050
21/224/0     |   336.14   38.46    1.92 | 17.8343 2.3898 0.6117
21/224/490   |   334.22   38.28    0.00 | 17.8282 2.3625 0.6060
rescaled 21  |   334.12   38.12    0.53 | 17.8489 2.3372 0.6037
levels 21/0/0 (cm^-1): 0.00 39.28 99.96 165.67 221.51 264.86 297.73 345.33
levels 21/128/130 (cm^-1): 0.00 38.47 98.06 161.34 216.52 260.19 292.95 336.01
levels 21/224/490 (cm^-1): 0.00 38.28 97.71 160.74 215.64 259.00 291.47 334.22
ground level lowered by quartets, then doublets (cm^-1): 1687.3 99.7
splitting sextets only, all roots (meV): 42.816 41.438
success
```
